Two linear quadrupolar molecules: end to end, side by side and T-shaped

**Problem**

Two identical, rigid, nonpolar linear molecules have their centres a distance R apart. Each has a centre of inversion, no net charge and an axial quadrupole moment

Θ = ½ Σᵢ qᵢ (3zᵢ² − rᵢ²),

where z runs along the molecule's own axis and the sum covers all its charge, nuclei and electrons alike. Consider three arrangements at the same R:

- collinear: both axes lie along the line of centres;
- side by side: the axes are parallel to each other and perpendicular to that line;
- T shape: one axis lies along the line and the other is perpendicular to it.

(a) Estimate the size and the signs of the electrostatic energies by scaling.

(b) Find the energies to leading order in molecular size over R. Which arrangements attract?

(c) Evaluate them for a model rod with charges −0.4 e, +0.8 e and −0.4 e at −a, 0 and a, where a = 1 Å and R = 6 Å. Does the answer to (b) survive the effects left out?

The algebra uses atomic units, in which the Coulomb energy of two charges is qq′/r. The rod is a model with round parameters and stands for no particular substance.

**First estimate by scaling**

A quadrupole moment is a charge times a length squared, and a Coulomb energy is a charge squared over a length. The interaction of two point quadrupoles is proportional to the product of their moments, here Θ². The only energy that can be built from Θ² and R is

|U| ~ Θ²/R⁵.

For the rod, the centre charge does not contribute to Θ, and each end charge q contributes ½q(3a² − a²) = qa². Therefore

Θ = 2qa² = 2(−0.4)(1)² = −0.80 e Å².

With 1 bohr = 0.529177 Å, this is −2.857 e bohr², and R is 11.338 bohr. Then

Θ²/R⁵ = 4.355 × 10⁻⁵ hartree = 0.00119 eV.

The signs can be guessed from the charges that face each other. In the collinear pair two like ends meet, which suggests repulsion. Side by side, each charge sits opposite its like, which again suggests repulsion. In the T, a negative end points at a positive centre, which suggests attraction. This is only a guess, because the remaining charge pairs nearly cancel the facing ones, and the small remainder decides the sign.

**Solution to leading order**

Place molecule 1 at the origin, with its charges qᵢ at positions sᵢ. Its potential at r is Σᵢ qᵢ/|r − sᵢ|. For r large compared with the molecule,

1/|r − s| = 1/r − (s·∇)(1/r) + ½(s·∇)²(1/r) − …

After summation over the charges, the first term vanishes because the molecule is neutral. The second vanishes because a molecule with an inversion centre has no dipole. The third contains the second moments Σᵢ qᵢ sᵢ sᵢ. By axial symmetry these have one value, M∥ = Σ qz², along the axis n, and another, M⊥ = Σ qx² = Σ qy², across it. Hence

φ = ½[M∥(n·∇)² + M⊥(∇² − (n·∇)²)](1/r).

Away from the origin ∇²(1/r) = 0, so only the difference M∥ − M⊥ matters. That difference is Θ, since

½ Σ q(3z² − r²) = Σ q[z² − ½(x² + y²)] = M∥ − M⊥.

The potential is therefore

φ = (Θ/2)(n₁·∇)²(1/r).

Now place molecule 2 at R, with its charges at R + tⱼ. Its energy is Σⱼ qⱼ φ(R + tⱼ). The same Taylor expansion applies, and the charge and dipole terms vanish again. The M⊥∇²φ term also vanishes, because φ obeys Laplace's equation outside molecule 1. This leaves U = (Θ/2)(n₂·∇)²φ, or

U = (Θ²/4)(n₁·∇)²(n₂·∇)²(1/r), taken at r = (0, 0, R).

Each arrangement now needs one fourth derivative of 1/r.

Collinear. Both axes lie along z. On the z axis 1/r = 1/z, whose successive derivatives are −1/z², 2/z³, −6/z⁴ and 24/z⁵. Thus

U = (Θ²/4)(24/R⁵) = +6Θ²/R⁵.

Side by side. Both axes lie along x. At z = R and y = 0,

1/√(R² + x²) = 1/R − x²/(2R³) + 3x⁴/(8R⁵) − …

The fourth x derivative at x = 0 is 4! × 3/(8R⁵) = 9/R⁵, so

U = (Θ²/4)(9/R⁵) = +(9/4)Θ²/R⁵.

T shape. One axis lies along z and the other along x, so ∂ₓ²∂_z²(1/r) is needed. Applying ∂_z² to Laplace's equation gives

∂ₓ²∂_z²(1/r) + ∂ᵧ²∂_z²(1/r) + ∂_z⁴(1/r) = 0.

On the z axis the first two terms are equal by symmetry, so each is −½(24/R⁵) = −12/R⁵. Hence

U = (Θ²/4)(−12/R⁵) = −3Θ²/R⁵.

Of these three arrangements, only the T has a negative energy. The sign of Θ does not matter, because Θ appears squared. Laplace's equation explains why the T and the collinear pair have opposite signs. When molecule 1 lies along the line of centres, its potential curves equally in the two directions across that line, so both of these curvatures must be opposite in sign to the one along it. Turning molecule 2 from the collinear position into the T reverses the sign of its energy and halves the size.

At fixed orientation the radial force is −dU/dR = 5U/R. It pulls the molecules together when U is negative, so the energy and the force give the same verdict.

**Another attractive arrangement**

The T is not the only attractive orientation once others are allowed. Keep the two axes parallel but tilt both by an angle θ from the line of centres, so that n = (sin θ, 0, cos θ). Write c = cos θ. In the expansion of (sin θ ∂ₓ + cos θ ∂_z)⁴, odd powers of ∂ₓ vanish on the z axis by reflection symmetry. The rest give

R⁵(n·∇)⁴(1/r) = 9(1 − c²)² + 6c²(1 − c²)(−12) + 24c⁴
= 9 − 90c² + 105c⁴.

Setting c = 1 or c = 0 recovers the collinear and side-by-side values. The minimum over c² lies at c² = 90/210 = 3/7, or θ = 49.1°, where the expression equals −72/7. The energy is then

U = −(18/7)Θ²/R⁵ ≈ −2.57Θ²/R⁵.

This slipped parallel pair attracts, though less strongly than the T at the same separation.

**Comparison for the model rod**

Multiplying 0.001185 eV by the three coefficients gives

collinear: 6 × 0.001185 = +0.00711 eV
side by side: 2.25 × 0.001185 = +0.00267 eV
T shape: −3 × 0.001185 = −0.00356 eV.

The scaling estimate had the right power of R, and its guessed signs were right. Its magnitude was too small by factors of 6, 2.25 and 3, which are the numbers that scaling cannot supply.

The rod also allows a comparison with all nine Coulomb terms, without any expansion. Let u = a/R. The sums are

collinear: U = (q²/R)[6 − 4/(1 + u) − 4/(1 − u) + 1/(1 + 2u) + 1/(1 − 2u)]

side by side: U = (q²/R)[6 − 8/√(1 + u²) + 2/√(1 + 4u²)]

T shape: U = q²[g(R − a) − 2g(R) + g(R + a)], with g(d) = 2/√(d² + a²) − 2/d.

Expanding the collinear bracket gives

6 − 8(1 + u² + u⁴ + u⁶) + 2(1 + 4u² + 16u⁴ + 64u⁶) = 24u⁴ + 120u⁶,

up to terms in u⁸. The side-by-side bracket gives

6 − 8(1 − u²/2 + 3u⁴/8 − 5u⁶/16) + 2(1 − 2u² + 6u⁴ − 20u⁶) = 9u⁴ − (75/2)u⁶.

For the T, g(d) = −a²/d³ + 3a⁴/(4d⁵) − …, and the second difference of a function g is a²g″ + a⁴g⁗/12 + …. The a⁴ term is −12a⁴/R⁵. The a⁶ term is (−30 + 45/2)a⁶/R⁷ = −(15/2)a⁶/R⁷.

Since Θ² = 4q²a⁴, the leading terms reproduce 6, 9/4 and −3. Dividing the next terms by the leading ones gives relative corrections of 5u², −(25/6)u² and (5/8)u². The corrections are small for a rod much shorter than the separation.

Here u² = 1/36, so they amount to about +14, −12 and +2 percent. The full sums are

collinear: +0.00823 eV, 15.7 percent above the point-quadrupole value
side by side: +0.00239 eV, 10.5 percent below it
T shape: −0.00361 eV, 1.6 percent larger in magnitude.

The remaining differences come from higher powers of u. The signs are unchanged.

**What the electrostatic result leaves out**

Real molecules also attract by dispersion. London's estimate for identical isotropic molecules is

U_disp = −(3/4) I α²/R⁶,

where α is the polarizability volume and I an effective excitation energy. With the round values α = 2.5 Å³ and I = 13 eV,

U_disp = −0.75 × 13 × 2.5²/6⁶ = −0.00131 eV.

This estimate is the same for all three shapes because it takes the polarizability as isotropic. In a real linear molecule the polarizability differs along and across the axis, so the dispersion energy also depends on orientation. The estimate also places all the polarizability at the centres and keeps only the R⁻⁶ term. This understates dispersion most for the collinear pair, whose ends are only 4 Å apart: spreading the same coefficient evenly over the nine site pairs multiplies it there by about 2.4. For a real molecule of this length the sign of the collinear total is therefore not settled by this estimate. Induction is smaller. Placing α at each centre, in the field F of the other rod's charges, and adding −½αF² for both molecules gives at most 0.00014 eV in magnitude, for the collinear pair. Short-range repulsion is modelled by 1000 eV × exp(−3.6d), with d in Å, summed over the nine site pairs. These parameters are also chosen. The largest result is 0.0006 eV, again for the collinear pair.

Added to the full charge sums, these terms give +0.0074 eV for the collinear pair, +0.0011 eV side by side and −0.0050 eV for the T. For this model at 6 Å the T is still the only attractive shape of the three, by energy and by force. The total is not a single power of R, so the two tests need not agree for other parameters: side by side, the force turns attractive near α = 3.0 Å³, but the energy turns negative only near 3.35 Å³. The side-by-side margin is narrow, however. Raising α to 4 Å³, with everything else fixed, makes the dispersion energy −0.0033 eV and the side-by-side total −0.0010 eV. The statement that only the T attracts therefore belongs to the quadrupole energy, and need not hold for the total.

Temperature matters as well. At 300 K the thermal energy kT is 0.026 eV, well above the depth of the T, so a gas-phase pair at this separation is not locked into that shape. If all orientations were equally likely, the quadrupole energy would average to zero: the average of (n·∇)² over directions is ∇²/3, which gives nothing when applied to 1/r. The thermal average of the quadrupole energy is negative because the Boltzmann factor favours orientations of lower energy, but it is small. For the rod at 6 Å and 300 K it is about −0.00015 eV, roughly a ninth of the dispersion estimate.

Carbon monoxide (CO) shows where a real case departs from the model. Its quadrupole moment is very roughly half that of the rod, which cuts the quadrupole energies to about a quarter. At 6 Å they would then be comparable with the dispersion energy estimated above. CO also lacks an inversion centre. It has a small dipole and further odd moments, so its energy depends on which end points where, and the three formulas describe only part of its electrostatic interaction.

Numerical values quoted here were computed with a short program.
